# How many hits of a precursor screen are genuine?

## The problem

Precursors for vapour deposition are sought among 10,000 candidate compounds. A candidate counts as useful if it evaporates intact and then reacts cleanly at the surface. Deciding this by a deposition experiment is slow, so a quick screen is applied first. It passes or rejects each candidate, and a candidate that it passes is called a hit.

The screen has a sensitivity of 90 percent: a useful candidate is passed with probability 0.90. It has a specificity of 95 percent: a useless candidate is rejected with probability 0.95. Of the candidates, 1 percent are truly useful. What share of the hits is genuine, that is, useful?

## A tempting solution

A false hit arises when a useless candidate is passed. The specificity is 95 percent, so this error has a probability of 5 percent. Hence 5 percent of the hits are false, and the other 95 percent are genuine.

## Where it fails

The first two sentences are correct. The word "hence" is not justified, because the 5 percent has changed its reference group. It was given as a share of the useless candidates and is then used as a share of the hits.

Counting shows how much this matters. There are 100 useful candidates, of which the screen is expected to pass 90. If 5 percent of the hits were false, these 90 would make up 95 percent of the list, and fewer than five false hits would accompany them. But there are 9,900 useless candidates, and 5 percent of those is 495.

The tempting solution also never uses the fact that 1 percent of the candidates are useful. It would give the same answer if none were useful, when every hit would be false.

## The right solution

Let $U$ mean "the candidate is useful", $\bar U$ "it is useless" and $H$ "it is a hit". A vertical bar is read as "given that". The data are

$$
p=P(U)=0.01,\qquad s=P(H|U)=0.90,\qquad c=P(\bar H|\bar U)=0.95 .
$$

Here $\bar H$ means that the candidate is rejected. The question asks for $P(U|H)$, in which the condition and the event have changed places compared with the sensitivity.

By the definition of conditional probability,

$$
P(U|H)=\frac{P(U\text{ and }H)}{P(H)} .
$$

The same definition, applied to the sensitivity, gives the numerator:

$$
P(U\text{ and }H)=P(H|U)\,P(U)=sp .
$$

A useless candidate is either passed or rejected, so $P(H|\bar U)=1-c$. Useless candidates have the share $1-p$, and therefore

$$
P(\bar U\text{ and }H)=(1-c)(1-p).
$$

Every hit is either useful or useless and cannot be both, so the two joint probabilities add up to $P(H)$. The result is

$$
P(U|H)=\frac{sp}{sp+(1-c)(1-p)} .
$$

This is Bayes' theorem for two classes. With the numbers of the problem,

$$
P(U|H)=\frac{0.90\times0.01}{0.90\times0.01+0.05\times0.99}
=\frac{0.0090}{0.0090+0.0495}=\frac{0.0090}{0.0585}=0.1538 .
$$

About 15 percent of the hits are genuine. The expected counts say the same:

| | passed | rejected | total |
|---|---:|---:|---:|
| useful | 90 | 10 | 100 |
| useless | 495 | 9,405 | 9,900 |
| total | 585 | 9,415 | 10,000 |

The sensitivity is read along the first row, $90/100$. The specificity is read along the second, $9405/9900$. The genuine share is read down the first column, $90/585$. The tempting solution took a row fraction for a column fraction.

## What the screen achieves

A genuine share of 15 percent does not make the screen worthless. Without it, one candidate in 100 is useful. Among the hits it is one in $585/90=6.5$, an enrichment by a factor of 15.4. Among the rejects, the useful share is $10/9415$, or about 0.11 percent. The price is the loss of 10 of the 100 useful candidates.

The overall accuracy, meaning the share of all verdicts that are correct, hides this situation:

$$
sp+c(1-p)=0.0090+0.9405=0.9495 .
$$

Almost 95 percent of the verdicts are right, but most of these are rejections of useless candidates. A rule that rejects everything would be right for 99 percent of the candidates and would find no precursor at all.

## The same result as odds

The roles of the screen and of the starting share separate if the probability of being useful is divided by that of being useless. Both conditional probabilities have the denominator $P(H)$, which cancels:

$$
\frac{P(U|H)}{P(\bar U|H)}
=\frac{sp}{(1-c)(1-p)}
=\frac{s}{1-c}\;\frac{p}{1-p}.
$$

The first factor belongs to the screen and equals $0.90/0.05=18$. The second is the odds before screening, $0.01/0.99=1/99$. The odds after screening are therefore $18/99=0.182$. To return from odds $x$ to a probability, one uses $x/(1+x)$, which gives $0.182/1.182=0.154$, as before.

Three special cases are instructive.

- If $s=1-c$, the screen passes both classes equally often. Its factor is 1, and the hits are no richer than the original set.
- If useful candidates are so rare that $x\ll1$, the genuine share is approximately $x\approx sp/(1-c)$. It is then proportional to $p$, and any fixed screen with $c<1$ gives a list of mostly false hits once $p$ is small enough.
- If $p=1/2$, the starting odds are 1, and the genuine share is $18/19$, or about 95 percent.

The last case matters for learned screens. Suppose that a classifier is tested on equal numbers of useful and useless compounds. With the present $s$ and $c$, about 95 percent of its hits in that test will be genuine. The figure is correct for the test set, but it does not carry over to a set in which 1 percent are useful, even if $s$ and $c$ themselves do.

## What would make half of the hits genuine?

Half of the hits are genuine when genuine and false hits are equally probable:

$$
sp=(1-c)(1-p).
$$

First keep $s$ and $c$ fixed and solve for $p$. Multiplying out the right side gives $sp=(1-c)-(1-c)p$. Collecting the terms in $p$ on the left gives $p\,(s+1-c)=1-c$, so that

$$
p=\frac{1-c}{s+1-c}=\frac{0.05}{0.95}=0.0526 .
$$

The candidates would have to be about 5.3 percent useful before the screen is applied. A better choice of which compounds to consider could bring this about, provided that the screen keeps its error rates on the new set.

Now keep $s$ and $p$ fixed and solve for $c$. Dividing the condition by $1-p$ gives $1-c=sp/(1-p)$, hence

$$
c=1-\frac{sp}{1-p}=1-\frac{0.0090}{0.99}=0.9909 .
$$

The false-hit rate $1-c$ must fall from 5 percent to about 0.9 percent. If this is done by demanding a higher score from every candidate, the new hits are a subset of the old ones, so the sensitivity cannot rise and may fall. If it does fall, genuine hits are lost as well, and half of the hits can be genuine only at a false-hit rate below 0.9 percent, because the required rate $sp/(1-p)$ shrinks with $s$. The condition is that the factor $s/(1-c)$ reach 99 at the new threshold. Whether any threshold achieves this depends on how the scores of the two classes are spread, and for some screens none does.

Improving the sensitivity alone helps little. Even with $s=1$, at unchanged $p$ and $c$, the genuine share is

$$
\frac{0.0100}{0.0100+0.0495}=0.168 .
$$

All 100 useful candidates are now found, but the 495 false hits remain.

## One finite set of candidates

The value 15.4 percent is a probability. The share found in one actual set scatters about it, by an amount that depends on what is held fixed.

Suppose first that the set contains 100 useful and 9,900 useless candidates, and that the verdicts are independent. Let $G$ be the number of genuine hits, $F$ the number of false hits and $r=G/(G+F)$. For small deviations $\delta G$ and $\delta F$ from the expected values,

$$
\delta r\approx\frac{\partial r}{\partial G}\delta G+\frac{\partial r}{\partial F}\delta F
=\frac{F\,\delta G-G\,\delta F}{(G+F)^2}.
$$

A number of successes in $n$ independent trials of probability $a$ has the variance $na(1-a)$. The variance of $G$ is thus $100\times0.90\times0.10=9$, and that of $F$ is $9900\times0.05\times0.95=470$. The two numbers vary independently, so their contributions add as squares:

$$
\sigma_r\approx\frac{\sqrt{495^2\times9+90^2\times470}}{585^2}\approx0.0072 .
$$

The standard deviation is 0.72 percentage points. The mean of $r$ in this case is 15.40 percent, against 15.38 percent from the formula. The small difference arises because the mean of a ratio is not in general the ratio of the means.

Suppose instead that the 10,000 candidates are themselves drawn at random from a large pool with a useful share of 1 percent. Each hit is then genuine with probability $P=P(U|H)$, independently of the others. For a given number $N$ of hits, the mean share is $P$ and its variance is $P(1-P)/N$. With $N$ near 585,

$$
\sigma_r\approx\sqrt{\frac{0.154\times0.846}{585}}\approx0.015 .
$$

The scatter is now 1.5 percentage points. It is larger because the number of useful candidates also varies from one draw to the next. In neither case is it large enough to rescue the tempting answer.

## A second run on the hits

Can the list be cleaned by screening the hits again? That depends on why the errors occur.

Assume first that, within each class, the second verdict is independent of the first. A useful candidate passes twice with probability $s^2$ and a useless one with probability $(1-c)^2$. The factor 18 then enters the odds twice:

$$
x_2=18^2\times\frac1{99}=\frac{324}{99}=3.27,
\qquad \frac{x_2}{1+x_2}=0.766 .
$$

About 77 percent of the candidates that pass twice are genuine. Of the original 100 useful ones, $100\times0.90^2=81$ are expected to remain.

Independence holds if the errors come from random noise that is fresh in each run and equally likely to mislead the screen for every candidate of a class. Noise alone is not enough: if some candidates of a class lie closer to the pass threshold than others, a candidate misjudged once is more likely than the class average to be misjudged again. Independence also fails if a compound has a property that misleads the screen each time. Suppose, for instance, that the screen tests only evaporation. A compound that evaporates intact but leaves impurities in the film is then likely to deceive it again on repetition.

To size this effect, let a share $t$ of the useless candidates always pass, and let each of the others pass with probability $q$, independently in each run. The specificity of a single run is to stay at $c$, which requires

$$
t+(1-t)q=1-c
\quad\Longrightarrow\quad
q=\frac{1-c-t}{1-t}.
$$

For the illustrative choice $t=0.01$, this gives $q=0.04/0.99=0.0404$. A useless candidate passes both runs with probability $t+(1-t)q^2$. Dividing by the probability of passing the first run gives the chance that a false hit repeats:

$$
\frac{t+(1-t)q^2}{1-c}
=\frac{0.01+0.99\times0.0404^2}{0.05}=0.232 .
$$

With independent errors this chance was 0.05. Now $495\times0.232\approx115$ false hits are expected to survive. If the errors on useful candidates are still independent, 81 genuine hits survive as before, and the genuine share is

$$
\frac{81}{81+115}\approx0.41 .
$$

A trait shared by 1 percent of the useless candidates thus lowers the result of the second run from 77 to 41 percent. The first run gives no sign of it, since its error rates are the same in both cases.

In the extreme case $t=1-c$, one has $q=0$, and every false hit repeats. The second run then removes genuine hits only, and the share falls to $81/(81+495)$, about 14 percent. A second test raises the genuine share only if it passes a larger fraction of the genuine hits than of the false ones. A test of a different property, such as the purity of a deposited film, can do this, because it can reject what deceived the first.

## Beside a real screen

The rates used here are round values and do not describe a particular screen. A real one might rank compounds by computed volatility and stability, or by their mass loss on heating. Its useful share is generally not known beforehand, and its error rates are estimated from a limited number of compounds that may differ from the new candidates. The formula remains valid, but its inputs become uncertain.

The effect can be sized by changing one input at a time. With $s$ and $c$ fixed, a useful share of 0.5 percent instead of 1 percent lowers the genuine share to 8.3 percent, while a useful share of 2 percent raises it to 26.9 percent. With $s$ and $p$ fixed, a specificity of 94 percent gives 13.2 percent, and one of 96 percent gives 18.5 percent. A single percentage point in the specificity moves the result by 2.2 points down or 3.1 points up, more than the scatter found above for a set of 10,000. Over all these variations most hits remain false. The numerical output lists these cases together with the intermediate values.

## Numbers as computed

```
library size: 10000 candidates
useful share before screening: 1.0 %
sensitivity: 90.0 %
specificity: 95.0 %
useful candidates: 100
useless candidates: 9900
expected genuine hits: 90
expected missed useful candidates: 10
expected false hits: 495
expected right rejections: 9405
expected hits in all: 585
probability of a genuine hit, joint: 0.0090
probability of a false hit, joint: 0.0495
probability of any hit: 0.0585
genuine share of hits, formula: 15.38 %
genuine share, sum over outcomes: 15.38 %
hits to test per genuine one: 6.50
enrichment over the unscreened library: 15.38 times
useful share among rejects: 0.106 %
odds before screening: 0.01010
factor on the odds: 18.00
odds after screening: 0.1818
overall accuracy of the screen: 94.95 %
accuracy of rejecting everything: 99.00 %
useful share needed for half genuine: 5.26 %
specificity needed for half genuine: 99.09 %
genuine share with useful share 0.5 %: 8.29 %
genuine share with useful share 2 %: 26.87 %
genuine share with specificity 94 %: 13.16 %
genuine share with specificity 96 %: 18.52 %
genuine share with sensitivity 100 %: 16.81 %
scatter, fixed number of useful: 0.72 % points
mean share, fixed number of useful: 15.40 %
scatter, randomly drawn library: 1.49 % points
second run, independent errors, odds: 3.273
second run, independent errors, share: 76.6 %
useless candidates that always pass, t: 1.0 %
pass rate of the other useless ones, q: 4.04 %
chance that a false hit repeats: 23.2 %
second run, repeatable errors, share: 41.3 %
```
